Roughness of a growing film without interlayer transport, part 2

Atoms fall at random on a flat crystal surface, and an extra energy barrier at terrace edges hinders them from stepping down. The problem is how rough the film becomes, and how much descending atoms change this.

The surface is a lattice of sites. The height h of a site is the number of atoms stacked on it. Atoms arrive at the average rate F per site, so after time t the deposited coverage is θ = Ft, in monolayers (ML). The roughness W is the root-mean-square deviation of h from its mean, in layers; the layer spacing d converts it to a length. Angle brackets denote averages. The fraction of sites covered by layer n is c_n, and the fraction with height exactly n is φ_n = c_n − c_(n+1).

Part (a) gave

dc_n/dθ = c_(n−1) − c_n, for n ≥ 1,

if every atom stays in the layer on which it lands. Sideways moves within a layer change no c_n, so the random history of the coverages, including its fluctuations, follows the same law with or without them. From a flat start,

φ_n = e^(−θ) θ^n/n!,

with ⟨h⟩ = θ and W = √θ. The intensity of the mirror-like diffracted beam, with successive layers out of phase, is I = e^(−4θ) relative to a flat surface. In perfect layer-by-layer growth W is at most 1/2 layer.

Part (e) showed that atoms that diffuse but cannot descend tend to build mounds. Their flanks are staircases of terraces ℓ sites wide, where an atom sticks on reaching the site next to the ascending step, j = 1.

In part (f), D is the number of one-layer descents per site since growth began; a fall through two layers counts twice, and a climb counts as −1. An atom arriving on a column of height h raises the sum of h² over all sites by 2h + 1, and each one-layer descent lowers it by 2. Hence

W² = θ − 2D,

and D cannot exceed θ/2.

**(g) A simulation uses a closed surface of N sites and a fixed number M of atoms. What mean and what statistical spread of W² should it show?**

*Solution.* Let W² be computed for each sample about that sample's own mean height. After k atoms the mean height is k/N, with no uncertainty. By part (f), the next atom raises the site average of h² by (2k/N + 1)/N on average. Sum this from k = 0 to M − 1, using Σk = M(M − 1)/2:

M(M − 1)/N² + M/N = θ² − θ/N + θ, with θ = M/N.

Subtract the squared mean height θ², and 2D for any descents:

⟨W²⟩ = θ(1 − 1/N) − 2D.

The correction 1/N arises because the deviations are measured from the sample's own mean height. It vanishes for a large surface.

For the spread, take D = 0. The increase caused by one arrival is (2h + 1)/N, where h is the height at a randomly chosen site. Its variance is 4W_k²/N², where W_k² is the height variance after k atoms, on average about k/N. The deviation of each increase from its expected value averages to zero whatever happened before, so these deviations are uncorrelated and their variances add:

Var(W²) ≈ Σ 4k/N³ ≈ 2M²/N³ = 2θ²/N.

The standard deviation is θ√(2/N). Sideways moves within a layer do not change h² summed over the surface, so the spread is the same with and without them.

An ensemble of 20 000 samples, each with 100 sites and 10 ML, gave a mean W² of 9.889 against the predicted 9.900, and a spread of 1.405 against 1.414.

**(h) Three surfaces of 64 × 64 sites were grown to 10 ML. In the first, atoms stayed where they fell. In the second, each atom wandered within its layer until it met a neighbour or had made 200 hop attempts. In the third, it could also descend, with probability 0.1 at each attempt to cross an edge. What do they show?**

*Solution.* Here N = 4096, and the expected spread of W² without descents is 10 × √(2/4096) = 0.22.

Immobile atoms gave W² = 9.93. Atoms diffusing within their layers gave W² = 10.00. Both agree with θ = 10 within the spread, and the closeness of the second value is partly luck. The layer coverages differed from the Poisson values by at most 0.006 and 0.016 respectively. The tests allowed 0.031, which is four times the upper bound 0.5/√N on the standard deviation of a layer coverage. With the number of atoms fixed, the actual standard deviation is smaller, below 0.005. The value 0.016 is therefore an unusually large fluctuation, of a size expected in only a few samples in a thousand, and this single surface is only a coarse check of the histogram.

The sideways arrangement is different. The correlation between the heights of neighbouring sites, on a scale where 1 means identical deviations from the mean, is −0.01 for immobile atoms and 0.38 with diffusion. At a distance of two sites the diffusing case still has 0.17, and at four sites it has 0.01. Diffusion has thus created small clusters of similar height, while the height histogram remains close to the Poisson form. These clusters are only a few sites across. The exact statement about the histogram rests on the argument of part (a). The simulation illustrates it, but does not display an array of broad mounds.

With descents, W² fell to 1.15, and D was 4.40 per site. The balance of part (f) gives

W² + 2D = 1.147 + 2 × 4.401 = 9.95,

which differs from θ = 10 by about half a per cent. The number of descents is close to its upper limit of 5. A probability of 0.1 per attempt may seem small, but an atom can return to the edge many times. After r attempts the chance that it is still on its terrace is 0.9^r. Whether a barrier blocks descent therefore depends on how many attempts an atom can make before something else captures it.

**(i) Apply the result to a silver film on Ag(111) near 150 K. Take 25 ML deposited at 0.01 ML/s and a lattice constant of 0.409 nm.**

*Solution.* The layers of a (111) surface of a face-centred cubic crystal are separated by the lattice constant divided by √3:

d = 0.409 nm/√3 = 0.236 nm.

The deposition takes 25/0.01 = 2500 s, and the film is 25 × 0.236 nm = 5.90 nm thick. Without interlayer transport,

W = √25 = 5.0 layers, or 5.0 × 0.236 nm = 1.18 nm.

Heights from 16 to 35 layers together hold 95.5 % of the surface. Only 8 % of the sites have the average height of exactly 25 layers.

**(j) Estimate the largest effects left out of this figure. Use rough values: mound radius 30 nm, diffusion barrier 0.10 eV, extra barrier at a descending edge 0.13 eV, attempt rate 10¹³ per second.**

*Solution.* Each effect is expressed as a number of descents D, which part (f) turns into a change of W. Lengths are measured in site lengths, the square root of the area per atom, here 0.269 nm. The mound radius is then R_m = 30/0.269 ≈ 111. Geometrical factors of order one are not followed further.

*Funnelling at edges.* An atom that strikes the rim of a terrace may find no stable site there and slide down at once, without having to overcome the barrier as a diffusing atom would. Suppose this happens within a strip w = 0.5 site wide along every edge. Treat layer n on a mound as a disc of area c_n πR_m². Its radius is R_m√c_n, and its edge length per unit area of surface is

2πR_m√c_n/(πR_m²) = 2√c_n/R_m.

When the layer is nearly full, its edge surrounds a hole instead, and c_n is replaced by 1 − c_n. Taking the smaller of the two values for each layer, the fraction of the surface lying in such strips is

a = (2w/R_m) Σ min(√c_n, √(1 − c_n)).

With Poisson coverages, a = 0.082 at 25 ML. Integrating a over the coverage gives D = 1.36. The size is easy to understand: once many layers are exposed, their number grows as √θ, and so does a. The integral is then about (2/3) × 25 × 0.082 = 1.37.

*Descent from the summit.* On the top terrace there is no ascending step to capture an atom. It stays until it escapes over the edge or meets a second atom and forms the nucleus of a new layer. At 150 K the thermal energy kT is 0.01293 eV. The hop rate, counted here per direction, is

10¹³ s⁻¹ × exp(−0.10/0.01293) ≈ 4.4 × 10⁹ s⁻¹.

The extra barrier reduces the rate at an edge by the factor s = exp(−0.13/0.01293) ≈ 4.3 × 10⁻⁵, so the descent rate from an edge site is k ≈ 1.9 × 10⁵ s⁻¹.

A terrace of radius R has area πR² and about 2πR edge sites. Because escape is slow, the atom visits all sites equally often, and it is at the edge for a fraction 2πR/(πR²) = 2/R of the time. Its mean residence time is therefore

τ = R/(2k).

Solving the hopping equations on a square-lattice disc of radius 20 gave 0.77 times this value. The difference comes from the edge of the lattice disc. Each of its 41 rows and 41 columns has two ends, which makes 164 outward bonds, whereas the circumference is 2π × 20 ≈ 126, and 126/164 = 0.77. This is accurate enough here.

Atoms arrive on the terrace at the rate FπR². The chance that the previous one is still present is about FπR²τ, if this number is small. Assume that two atoms present together meet and form a stable pair. New layers then nucleate at the rate

(FπR²)²τ = π²F²R⁵/(2k).

A mound that keeps pace with the film needs one new layer per monolayer time 1/F. If the radius is treated as constant, this requires

π²FR⁵/(2k) = 1, or R = [2k/(π²F)]^(1/5).

The numbers give R = 20.7 sites, or 5.6 nm. That two atoms present together meet is a reasonable assumption. An atom makes about R/(2s) = 2.4 × 10⁵ hops in each direction before leaving, several times 10⁵ in all. To visit most of the A = πR² sites of the terrace, a random walker needs of the order of A ln A ≈ 10⁴ hops, a standard estimate for walks in a plane. The stability of the pair is assumed, not derived. If pairs often broke up and lost an atom over the edge before a third atom arrived, nucleation would be slower, and the top terrace and its loss would be larger.

The top terrace covers the fraction (20.7/111.5)² = 0.034 of the mound. If every atom landing on it descends one layer, D = 25 × 0.0345 = 0.86. In reality the terrace grows and is then covered, so the condition fixes the time average of R⁵. The average of R² is then no larger than the value used, because R⁵ is a convex function of R². On the other hand, the summit rises somewhat faster than the mean height, because the height distribution widens, and this calls for more frequent nucleation. The effect is weak, since R² varies only as the 2/5 power of the nucleation rate. The value of D is thus an estimate, not a strict bound. It also depends on how the attempt rate is counted: if 4.4 × 10⁹ s⁻¹ were the total rate, shared among four directions, k would be four times smaller and D would fall by the factor 4^(−2/5) to about 0.5.

*Descent from the flanks.* About 4W = 20 layers are exposed along a mound radius, so flank terraces are about 111/20 ≈ 6 sites wide. Number the sites j = 1 to ℓ from the ascending step, and let p_j be the chance that an atom at j eventually descends. Count an atom as captured when it hops from j = 1 towards the ascending step, so that p_0 = 0. Part (e) let it stick as soon as it reached j = 1; that choice would make the chance of descent somewhat smaller still. Inside the terrace, steps to either side are equally likely, so p_j is the mean of its two neighbours and must be a straight line, p_j = bj. At the last site the atom steps back with relative rate 1 or descends with relative rate s:

(1 + s)p_ℓ = p_(ℓ−1) + s.

Inserting the straight line gives bℓ + sbℓ = bℓ − b + s, hence b = s/(1 + sℓ). The average of j is (ℓ + 1)/2, so the mean chance of descent is

p = s(ℓ + 1)/[2(1 + sℓ)] ≈ 1.5 × 10⁻⁴.

This makes D = 25p ≈ 0.004, which is negligible. The ascending step captures an atom long before it has made enough attempts at the edge.

*Evaporation.* With a rough binding energy of 2 eV for an atom on the surface, its lifetime against evaporation is of the order of 10⁵⁴ s. This too is negligible.

**(k) Combine the corrections and judge the result for a real film.**

*Solution.* The sum is D = 1.363 + 0.862 + 0.004 = 2.229. Hence

W² = 25 − 2 × 2.229 = 20.5,

and W ≈ 4.5 layers, or 1.07 nm. This is 9 % below the ideal 1.18 nm. Funnelling alone would lower W by 6 %, and descent from the summit alone by 4 %. The sum is a first-order estimate: the edge lengths were computed from the uncorrected distribution, and the strip at the summit's edge was counted in both effects.

The barriers, the mound radius and the strip width are rough values for the regime of low-temperature silver growth, not data for a particular film. Of the effects estimated here, only the descent of atoms at the summit and by funnelling matters, and for these inputs it lowers the roughness by somewhat less than a tenth. The funnelling loss is proportional to w/R_m, so, to first order, mounds half as wide would double it. The summit loss varies as R²/R_m², that is, as (k/F)^(2/5)/R_m². Warming the surface raises k steeply, and a place along the step with a lower barrier also raises it. If the mound radius stayed the same, the summit would then flatten and W would fall further below √θ. The square-root law is thus a good guide when the top terrace is much smaller than the mound and the flank terraces are much wider than the funnelling strip, provided that descent from the flanks stays negligible, as it does here. The numerical output lists the values used here.

Values computed for the example and the checks

```
Layer equations integrated numerically
coverage 1 ML: mean 1.0000, W 1.0000 layers
coverage 4 ML: mean 4.0000, W 2.0000 layers
coverage 9 ML: mean 9.0000, W 3.0000 layers
coverage 25 ML: mean 25.0000, W 5.0000 layers
antiphase intensity at 1 ML (flat surface = 1): 0.0183
exposed fractions at 1 ML, heights 0 to 3: 0.3679 0.3679 0.1839 0.0613
largest W in perfect layer-by-layer growth: 0.50 layers
Simulation: 64 x 64 sites, 10 ML, at most 200 hop attempts
expected statistical spread of W^2: 0.221
random columns: W^2 9.929, W 3.151 layers
  largest layer-coverage deviation from Poisson: 0.0059
  height correlation at 1, 2, 4, 8 sites: -0.009 0.010 -0.004 0.006
intralayer diffusion: W^2 10.000, W 3.162 layers
  largest layer-coverage deviation from Poisson: 0.0161
  height correlation at 1, 2, 4, 8 sites: 0.384 0.172 0.008 -0.001
with descents (probability 0.1 per edge attempt):
  W^2 1.147, D 4.401, W^2 + 2D 9.948
100-site samples at 10 ML: mean W^2 9.889 (law 9.900), spread 1.405 (law 1.414)
Example: rough values for Ag(111)
T 150 K, kT 0.01293 eV, flux 0.01 ML/s, time 2500 s
lattice constant 0.409 nm, layer spacing 0.2361 nm, site length 0.2691 nm
coverage 25 ML, thickness 5.90 nm
Poisson roughness: 5.000 layers = 1.181 nm
heights 16 to 35 layers hold 95.5 % of the area
fraction at exactly 25 layers: 0.0795
mound radius 30 nm = 111.5 sites
funnelling width 0.5 site: final area fraction 0.0824, D 1.363
barriers: diffusion 0.10 eV, extra at edge 0.13 eV; attempt rate 1e+13 /s
hop rate 4.37e+09 /s, edge factor 4.29e-05, descent rate 1.87e+05 /s
top terrace radius at nucleation 20.7 sites = 5.57 nm
top terrace area fraction 0.0345, D 0.862
hops before leaving 2.4e+05, hops to meet, A ln A: 9.7e+03
residence time, lattice solution / estimate: 0.767
flank terrace 6 sites wide: descent probability 1.50e-04, D 0.0038
adatom desorption (2.0 eV, rough): lifetime 10^54 s
funnelling only: W 4.72 layers = 1.11 nm, change -5.6 %
top terrace only: W 4.82 layers = 1.14 nm, change -3.5 %
all descents: W 4.53 layers = 1.07 nm, change -9.3 %
```
